**Brug relation tested on explicit patch circuits**

The program tests $C_B=Q^{1/\alpha}(1/R_e+1/R_t)^{(\alpha-1)/\alpha}$, where $Q$ and $\alpha$ describe the constant-phase element, $R_e$ is the series resistance and $R_t$ the charge-transfer resistance. It asserts that 20,000 parallel patches reproduce the fitted circuit from 10 Hz to 10 kHz; the largest relative difference is $3.4\times10^{-8}$. Quadrature checks the density of time constants, its cumulative form, its moments and its tail, and a numerical search for the admittance peak recovers $C_B$. For the silver example the output gives 15.73 µF/cm² for a blocking surface and 13.92 µF/cm² for a plating bath with the same $Q$. Cutting the distribution shows that the total capacitance exceeds $C_B$ by an amount that depends on the cutoff. A solution of Laplace's equation over stripes asserts the limits of shared and independent solution resistance. A Gouy–Chapman–Stern estimate gives the silver faces a standard deviation of 0.332 in the logarithm of capacitance, against the 0.878 that $\alpha=0.9$ demands.

## Program and output

```python
"""Brug relation for an electrode made of parallel patches.

Result under test:
    C_B = Q**(1/alpha) * (1/R_e + 1/R_t)**((alpha-1)/alpha)
R_e   series (solution) resistance times area, ohm cm2
R_t   charge-transfer resistance times area, ohm cm2 (infinite: blocking)
Q     constant-phase coefficient, admittance Q*(i*omega)**alpha per area
C_B   capacitance of the logarithmic-mean time constant, F/cm2
s     ln(tau/tau0), tau a patch time constant, tau0 its logarithmic mean
Each patch is a solution resistance in series with a local capacitance,
which may be shunted by a local charge-transfer resistance.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def brug(Q, alpha, R_e, R_t=np.inf):
    return Q**(1/alpha) * (1/R_e + 1/R_t)**((alpha - 1)/alpha)


def density(s, alpha):
    return np.sin(np.pi*alpha) / (
        2*np.pi*(np.cosh(alpha*s) + np.cos(np.pi*alpha)))


def cumulative(s, alpha):
    return 0.5 + np.arctan(np.tan(np.pi*alpha/2)
                           * np.tanh(alpha*s/2)) / (np.pi*alpha)


def quantile(u, alpha):
    ratio = np.tan(np.pi*alpha*(u - 0.5)) / np.tan(np.pi*alpha/2)
    return 2*np.arctanh(ratio)/alpha


def fitted_admittance(omega, Q, alpha, R_e, R_t):
    return 1/(R_e + 1/(1/R_t + Q*(1j*omega)**alpha))


def peak_frequency(admittance, guess):
    """Angular frequency at which the imaginary admittance is largest."""
    found = minimize_scalar(lambda x: -admittance(np.exp(x)).imag,
                            bounds=(np.log(guess) - 2, np.log(guess) + 1.5),
                            method="bounded", options={"xatol": 1e-8})
    return np.exp(found.x)


# ---------------- inputs: rough typical values ----------------
alpha = 0.9
Q = 30e-6                    # F s^(alpha-1) / cm2
conductivity = 1e-3          # S/cm
depth = 0.1                  # cm, electrolyte depth
R_e = depth/conductivity     # ohm cm2
R_plating = 50.0             # ohm cm2, inhibited plating bath
R_leak = 1e4                 # ohm cm2, small leakage current
temperature = 298.15         # K
micro = 1e6

C_block = brug(Q, alpha, R_e)
C_plating = brug(Q, alpha, R_e, R_plating)
tau_block = C_block*R_e
tau_plating = C_plating/(1/R_e + 1/R_plating)
f_block = 1/(2*np.pi*tau_block)
f_plating = 1/(2*np.pi*tau_plating)

# ---------------- density of time constants, by quadrature ----------------
for a in (0.6, 0.75, 0.9):
    grid = np.linspace(-80, 80, 80001)
    step = grid[1] - grid[0]
    g = density(grid, a)
    assert g.min() > 0
    assert abs(g.sum()*step - 1) < 1e-8
    for x in (0.03, 1.0, 40.0):          # x = omega*tau0
        summed = np.sum(g/(1 + 1j*x*np.exp(grid)))*step
        assert abs(summed - 1/(1 + (1j*x)**a)) < 1e-8
    variance = np.sum(g*grid**2)*step
    assert abs(variance - np.pi**2/3*(1/a**2 - 1)) < 1e-7
    k = 0.3
    moment = np.sum(g*np.exp(k*grid))*step
    assert abs(moment - np.sin(np.pi*k)/(a*np.sin(np.pi*k/a))) < 1e-7
    below = quad(density, -80, 1.3, args=(a,), points=[0], limit=400)[0]
    assert abs(below - cumulative(1.3, a)) < 1e-7
    assert abs(cumulative(quantile(0.97, a), a) - 0.97) < 1e-10

# ---------------- explicit patches against the fitted circuit ----------------
n_patch = 20000
u = (np.arange(n_patch) + 0.5)/n_patch
patch_s = quantile(u, alpha)
worst_sum = 0.0
for R_t, C_B in ((np.inf, C_block), (R_plating, C_plating)):
    local_c = C_B*np.exp(patch_s)        # equal areas, equal resistances

    def patch_sum(omega):
        return np.mean(1/(R_e + 1/(1/R_t + 1j*omega*local_c)))

    for f in np.logspace(1, 4, 13):
        w = 2*np.pi*f
        target = fitted_admittance(w, Q, alpha, R_e, R_t)
        worst_sum = max(worst_sum, abs(patch_sum(w)/target - 1))
    w_peak = peak_frequency(patch_sum, (1/R_e + 1/R_t)/C_B)
    C_from_peak = (1/R_e + 1/R_t)/w_peak
    assert abs(C_from_peak/C_B - 1) < 1e-3
    geometric = np.exp(np.mean(np.log(local_c)))
    assert abs(geometric/C_from_peak - 1) < 1e-3
assert worst_sum < 1e-3                  # finite number of patches

# ---------------- total capacitance with a cut distribution ----------------
cut_rows = []
for factor in (10.0, 100.0, 1000.0):
    S = np.log(factor)
    norm = quad(density, -S, S, args=(alpha,), points=[0])[0]
    mean_ratio = quad(lambda s: np.exp(s)*density(s, alpha),
                      -S, S, points=[0])[0]/norm
    lo, hi = cumulative(-S, alpha), cumulative(S, alpha)
    s_cut = quantile(lo + (hi - lo)*u, alpha)
    deviation = 0.0
    for f in np.logspace(1, 4, 31):
        w = 2*np.pi*f
        y = np.mean(1/(R_e + 1/(1j*w*C_block*np.exp(s_cut))))
        z_fit = 1/fitted_admittance(w, Q, alpha, R_e, np.inf)
        deviation = max(deviation, abs(1/y/z_fit - 1))
    # same time constants, but uniform capacitance and varying resistance
    c_uniform = 20e-6
    r_local = tau_block*np.exp(s_cut)/c_uniform
    area = r_local/r_local.sum()         # equal conductance per patch
    R_series = 1/np.sum(area/r_local)

    def resistive_sum(omega):
        return np.sum(area/(r_local + 1/(1j*omega*c_uniform)))

    C_read = 1/(R_series*peak_frequency(resistive_sum, 1/tau_block))
    assert C_read < c_uniform
    assert abs(c_uniform/C_read/mean_ratio - 1) < 2e-3
    cut_rows.append((factor, mean_ratio, deviation, C_read/c_uniform))

# growth of the total capacitance with the largest time constant
S1, S2 = 10.0, 20.0
tail = quad(lambda s: np.exp(s)*density(s, alpha), S1, S2)[0]
power = 1 - alpha
tail_law = np.sin(np.pi*alpha)/(np.pi*power)*(
    np.exp(power*S2) - np.exp(power*S1))
assert abs(tail/tail_law - 1) < 1e-3

# ---------------- sideways current: stripes under a solution ----------------
c_low, c_high = 10e-6, 30e-6             # F/cm2, two equal stripes


def stripe_admittance(period, omega, n=512):
    """Laplace equation in the solution, solved by Fourier modes."""
    wave = np.abs(2*np.pi*np.fft.fftfreq(n, d=period/n))
    response = np.full(n, conductivity/depth)
    response[1:] = conductivity*wave[1:]/np.tanh(wave[1:]*depth)
    operator = np.fft.ifft(response[:, None]*np.fft.fft(np.eye(n), axis=0),
                           axis=0)
    c = np.where(np.arange(n) < n//2, c_low, c_high)
    surface = np.linalg.solve(operator + np.diag(1j*omega*c), 1j*omega*c)
    return np.mean(1j*omega*c*(1 - surface))


w0 = 1/tau_block
y_shared = 1/(R_e + 1/(1j*w0*(c_low + c_high)/2))
y_separate = 0.5*sum(1/(R_e + 1/(1j*w0*c)) for c in (c_low, c_high))
stripe_rows = []
for period in (0.002, 0.1, 10.0):        # cm
    y = stripe_admittance(period, w0)
    stripe_rows.append((period,
                        abs(y - y_shared)/abs(y_separate - y_shared)))
assert stripe_rows[0][1] < 0.02
assert stripe_rows[2][1] > 0.9
assert stripe_rows[0][1] < stripe_rows[1][1] < stripe_rows[2][1]
coarse, fine = (stripe_admittance(0.1, w0, n) for n in (256, 512))
assert abs(coarse - fine) < 0.02*abs(y_separate - y_shared)

# ---------------- silver faces: Gouy-Chapman-Stern estimate ----------------
permittivity = 78*const.epsilon_0        # F/m, water, rough
salt = 10.0                              # mol/m3 = 0.01 mol/L
c_inner = 0.40                           # F/m2 = 40 uF/cm2, rough
pzc = np.array([0.0, -0.2, -0.3])        # V, faces 111, 100, 110, rough
V_T = const.k*temperature/const.e
debye = np.sqrt(permittivity*V_T/(2*const.e*const.N_A*salt))


def face_state(E):
    """Charge (C/m2) and capacitance (F/m2) at E from zero charge."""
    def charge(phi):
        return 2*permittivity*V_T/debye*np.sinh(phi/(2*V_T))
    bound = abs(E) + 1e-6
    phi = brentq(lambda p: p + charge(p)/c_inner - E, -bound, bound,
                 xtol=1e-14)
    c_diffuse = permittivity/debye*np.cosh(phi/(2*V_T))
    return charge(phi), 1/(1/c_inner + 1/c_diffuse)


h = 1e-4
slope = (face_state(0.1 + h)[0] - face_state(0.1 - h)[0])/(2*h)
assert abs(slope/face_state(0.1)[1] - 1) < 1e-4

best_spread, best_E, best_c = 0.0, None, None
for E in np.linspace(-0.6, 0.3, 181):
    caps = np.array([face_state(E - z)[1] for z in pzc])
    spread = np.std(np.log(caps))
    if spread > best_spread:
        best_spread, best_E, best_c = spread, E, caps
needed_spread = np.pi/np.sqrt(3)*np.sqrt(1/alpha**2 - 1)
assert best_spread < needed_spread

# ---------------- other neglected effects ----------------
leak_change = brug(Q, alpha, R_e, R_leak)/C_block - 1
alpha_change = brug(Q, alpha + 0.01, R_e)/C_block - 1
R_change = brug(Q, alpha, 1.1*R_e)/C_block - 1
ion_diffusion = 1.5e-5                   # cm2/s, rough
silver_ion = 1e-6                        # mol/cm3 = 1 mmol/L
faraday = const.e*const.N_A
Z_diffusion = V_T/(faraday*silver_ion*np.sqrt(ion_diffusion/tau_plating))
f_diffuse = ion_diffusion*1e-4/(2*np.pi*debye**2)

# ---------------- printed numbers ----------------
print(f"alpha = {alpha:.2f}, Q = {Q*micro:.1f} uF s^(alpha-1)/cm2")
print(f"conductivity = {conductivity*1e3:.1f} mS/cm, "
      f"depth = {depth*10:.1f} mm, R_e = {R_e:.1f} ohm cm2")
print(f"blocking: C_B = {C_block*micro:.2f} uF/cm2")
print(f"blocking: tau0 = {tau_block*1e3:.3f} ms, peak at {f_block:.1f} Hz")
print(f"plating: R_t = {R_plating:.1f} ohm cm2, "
      f"C_B = {C_plating*micro:.2f} uF/cm2")
print(f"plating: tau0 = {tau_plating*1e3:.3f} ms, peak at {f_plating:.1f} Hz")
print(f"patch sum against fitted circuit, 10 Hz to 10 kHz: "
      f"largest relative difference {worst_sum:.1e}")
print("blocking case, local capacitance demanded by alpha:")
for q in (0.05, 0.25, 0.75, 0.95, 0.99):
    c_q = C_block*np.exp(quantile(q, alpha))*micro
    print(f"  area fraction {q:.2f} lies below {c_q:.1f} uF/cm2")
above = 1 - cumulative(np.log(100e-6/C_block), alpha)
print(f"  area fraction above 100 uF/cm2: {100*above:.2f} %")
print("time constants cut at tau0/factor and tau0*factor:")
for factor, ratio, dev, under in cut_rows:
    print(f"  factor {factor:.0f}: total C / C_B = {ratio:.3f}, "
          f"total C = {ratio*C_block*micro:.2f} uF/cm2")
    print(f"    impedance change 10 Hz to 10 kHz: {100*dev:.2f} %; "
          f"C_B / true C if only resistance varies: {under:.3f}")
print(f"stripes of {c_low*micro:.0f} and {c_high*micro:.0f} uF/cm2 "
      f"at {f_block:.1f} Hz (0 = shared, 1 = independent):")
for period, share in stripe_rows:
    print(f"  period {period*10:.2f} mm: {share:.4f}")
print(f"silver faces: salt {salt/1000:.2f} mol/L, "
      f"T = {temperature:.2f} K, Debye length {debye*1e9:.2f} nm")
print(f"  inner layer {c_inner*100:.0f} uF/cm2, zero-charge potentials "
      f"111, 100, 110: {pzc[0]:.1f}, {pzc[1]:.1f}, {pzc[2]:.1f} V")
print(f"  largest spread at {best_E:.3f} V from zero charge of 111")
print("  capacitances there 111, 100, 110: "
      + ", ".join(f"{c*100:.1f}" for c in best_c) + " uF/cm2")
print(f"  standard deviation of ln c: faces {best_spread:.3f}, "
      f"demanded by alpha {needed_spread:.3f}")
print(f"leakage of {R_leak:.0f} ohm cm2 changes C_B by "
      f"{100*leak_change:.3f} %")
print(f"alpha larger by 0.01 at fixed Q changes C_B by "
      f"{100*alpha_change:.2f} %")
print(f"R_e larger by 10 % changes C_B by {100*R_change:.2f} %")
print(f"silver-ion diffusion impedance, {silver_ion*1e6:.0f} mmol/L, "
      f"at plating peak: {Z_diffusion:.2f} ohm cm2")
print(f"diffuse-layer relaxation frequency: {f_diffuse/1e6:.1f} MHz")
print("all assertions hold")
```

Running it gives:

```
alpha = 0.90, Q = 30.0 uF s^(alpha-1)/cm2
conductivity = 1.0 mS/cm, depth = 1.0 mm, R_e = 100.0 ohm cm2
blocking: C_B = 15.73 uF/cm2
blocking: tau0 = 1.573 ms, peak at 101.2 Hz
plating: R_t = 50.0 ohm cm2, C_B = 13.92 uF/cm2
plating: tau0 = 0.464 ms, peak at 342.9 Hz
patch sum against fitted circuit, 10 Hz to 10 kHz: largest relative difference 3.4e-08
blocking case, local capacitance demanded by alpha:
  area fraction 0.05 lies below 4.4 uF/cm2
  area fraction 0.25 lies below 11.6 uF/cm2
  area fraction 0.75 lies below 21.3 uF/cm2
  area fraction 0.95 lies below 55.7 uF/cm2
  area fraction 0.99 lies below 246.0 uF/cm2
  area fraction above 100 uF/cm2: 2.52 %
time constants cut at tau0/factor and tau0*factor:
  factor 10: total C / C_B = 1.236, total C = 19.44 uF/cm2
    impedance change 10 Hz to 10 kHz: 10.03 %; C_B / true C if only resistance varies: 0.809
  factor 100: total C / C_B = 1.558, total C = 24.52 uF/cm2
    impedance change 10 Hz to 10 kHz: 1.38 %; C_B / true C if only resistance varies: 0.642
  factor 1000: total C / C_B = 1.963, total C = 30.88 uF/cm2
    impedance change 10 Hz to 10 kHz: 0.17 %; C_B / true C if only resistance varies: 0.510
stripes of 10 and 30 uF/cm2 at 101.2 Hz (0 = shared, 1 = independent):
  period 0.02 mm: 0.0043
  period 1.00 mm: 0.2066
  period 100.00 mm: 0.9846
silver faces: salt 0.01 mol/L, T = 298.15 K, Debye length 3.03 nm
  inner layer 40 uF/cm2, zero-charge potentials 111, 100, 110: 0.0, -0.2, -0.3 V
  largest spread at 0.015 V from zero charge of 111
  capacitances there 111, 100, 110: 14.7, 27.6, 31.4 uF/cm2
  standard deviation of ln c: faces 0.332, demanded by alpha 0.878
leakage of 10000 ohm cm2 changes C_B by -0.110 %
alpha larger by 0.01 at fixed Q changes C_B by 7.35 %
R_e larger by 10 % changes C_B by 1.06 %
silver-ion diffusion impedance, 1 mmol/L, at plating peak: 1.48 ohm cm2
diffuse-layer relaxation frequency: 26.0 MHz
all assertions hold
```
